# Factorizing the CCSD Equations into Stanton–Gauss Intermediates: test program

```python
# Result under test: the projected CCSD equations
#   <singles| exp(-T) H exp(T) |0> = 0,  <doubles| exp(-T) H exp(T) |0> = 0
# equal the factorized equations built from F_ae, F_mi, F_me, W_mnij, W_abef, W_mbej.
# Symbols: i,j,m,n occupied and a,b,e,f virtual spin orbitals;
#   v[p,q,r,s] = <pq||rs>, f = Fock matrix, t1[i,a], t2[i,j,a,b] = amplitudes,
#   s = t_i^a t_j^b - t_i^b t_j^a, tau = t2 + s, tau-tilde = t2 + s/2.
# Road 1: explicit second-quantized matrices in the full Fock space of 8 spin orbitals.
# Road 2: the derived tensor formulas. The fluorine atom is compared with PySCF UCCSD.
from itertools import combinations
import numpy as np
from scipy.linalg import expm
from scipy.constants import physical_constants
from pyscf import gto, scf, cc


def ein(spec, *tensors):
    return np.einsum(spec, *tensors, optimize=True)


def p_ij(x):
    return x - x.transpose(1, 0, 2, 3)


def p_ab(x):
    return x - x.transpose(0, 1, 3, 2)


def pair_product(t1):
    return p_ab(ein('ia,jb->ijab', t1, t1))


def intermediates(f, v, t1, t2, hole=0.25, particle=0.25, tilde=0.5):
    """hole, particle: weights of tau*v in W_mnij, W_abef; tilde: weight of s in F."""
    no = t1.shape[0]
    o, u = slice(0, no), slice(no, None)
    foff = f - np.diag(np.diag(f))
    oovv = v[o, o, u, u]
    s = pair_product(t1)
    tau, taut = t2 + s, t2 + tilde * s
    Fme = f[o, u] + ein('nf,mnef->me', t1, oovv)
    Fae = (foff[u, u] - 0.5 * ein('me,ma->ae', f[o, u], t1)
           + ein('mf,mafe->ae', t1, v[o, u, u, u])
           - 0.5 * ein('mnaf,mnef->ae', taut, oovv))
    Fmi = (foff[o, o] + 0.5 * ein('ie,me->mi', t1, f[o, u])
           + ein('ne,mnie->mi', t1, v[o, o, o, u])
           + 0.5 * ein('inef,mnef->mi', taut, oovv))
    Wmnij = v[o, o, o, o] + p_ab(ein('je,mnie->mnij', t1, v[o, o, o, u]))
    Wmnij = Wmnij + hole * ein('ijef,mnef->mnij', tau, oovv)
    Wabef = v[u, u, u, u] - p_ij(ein('mb,amef->abef', t1, v[u, o, u, u]))
    if particle != 0:
        Wabef = Wabef + particle * ein('mnab,mnef->abef', tau, oovv)
    mixed = 0.5 * t2 + ein('jf,nb->jnfb', t1, t1)
    Wmbej = (v[o, u, u, o] + ein('jf,mbef->mbej', t1, v[o, u, u, u])
             - ein('nb,mnej->mbej', t1, v[o, o, u, o])
             - ein('jnfb,mnef->mbej', mixed, oovv))
    return dict(tau=tau, Fme=Fme, Fae=Fae, Fmi=Fmi,
                Wmnij=Wmnij, Wabef=Wabef, Wmbej=Wmbej)


def right_sides(f, v, t1, t2, **weights):
    """Right sides of D*t = ... in factorized form."""
    no = t1.shape[0]
    o, u = slice(0, no), slice(no, None)
    q = intermediates(f, v, t1, t2, **weights)
    tau, Fme, Fae, Fmi = q['tau'], q['Fme'], q['Fae'], q['Fmi']
    r1 = (f[u, o].T + ein('ie,ae->ia', t1, Fae) - ein('ma,mi->ia', t1, Fmi)
          + ein('imae,me->ia', t2, Fme)
          - ein('nf,naif->ia', t1, v[o, u, o, u])
          - 0.5 * ein('imef,maef->ia', t2, v[o, u, u, u])
          - 0.5 * ein('mnae,nmei->ia', t2, v[o, o, u, o]))
    Fbe = Fae - 0.5 * ein('mb,me->be', t1, Fme)
    Fmj = Fmi + 0.5 * ein('je,me->mj', t1, Fme)
    r2 = v[u, u, o, o].transpose(2, 3, 0, 1).copy()
    r2 += p_ab(ein('ijae,be->ijab', t2, Fbe))
    r2 -= p_ij(ein('imab,mj->ijab', t2, Fmj))
    r2 += 0.5 * ein('mnab,mnij->ijab', tau, q['Wmnij'])
    r2 += 0.5 * ein('ijef,abef->ijab', tau, q['Wabef'])
    ring = (ein('imae,mbej->ijab', t2, q['Wmbej'])
            - ein('ie,ma,mbej->ijab', t1, t1, v[o, u, u, o]))
    r2 += p_ij(p_ab(ring))
    r2 += p_ij(ein('ie,abej->ijab', t1, v[u, u, u, o]))
    r2 -= p_ab(ein('ma,mbij->ijab', t1, v[o, u, o, o]))
    return r1, r2


def denominators(f, no):
    e = np.diag(f)
    d1 = e[:no, None] - e[None, no:]
    return d1, d1[:, None, :, None] + d1[None, :, None, :]


def correlation_energy(f, v, t1, t2):
    no = t1.shape[0]
    tau = t2 + pair_product(t1)
    return (np.sum(f[:no, no:] * t1)
            + 0.25 * np.sum(v[:no, :no, no:, no:] * tau))


def dressed_t2_equations(fd, vd, t2):
    """Unfactorized equations: T1 hidden in the dressed integrals fd, vd."""
    no = t2.shape[0]
    o, u = slice(0, no), slice(no, None)
    g = vd[o, o, u, u]
    r1 = (fd[u, o].T + ein('me,imae->ia', fd[o, u], t2)
          + 0.5 * ein('amef,imef->ia', vd[u, o, u, u], t2)
          - 0.5 * ein('mnie,mnae->ia', vd[o, o, o, u], t2))
    r2 = (vd[u, u, o, o].transpose(2, 3, 0, 1)
          + p_ab(ein('be,ijae->ijab', fd[u, u], t2))
          - p_ij(ein('mj,imab->ijab', fd[o, o], t2))
          + 0.5 * ein('mnij,mnab->ijab', vd[o, o, o, o], t2)
          + 0.5 * ein('abef,ijef->ijab', vd[u, u, u, u], t2)
          + p_ij(p_ab(ein('imae,mbej->ijab', t2, vd[o, u, u, o])))
          + 0.25 * ein('ijef,mnab,mnef->ijab', t2, t2, g)
          + 0.5 * p_ij(p_ab(ein('imae,jnbf,mnef->ijab', t2, t2, g)))
          - 0.5 * p_ab(ein('ijae,mnbf,mnef->ijab', t2, t2, g))
          - 0.5 * p_ij(ein('imab,jnef,mnef->ijab', t2, t2, g)))
    return r1, r2


# ---------- Fock-space matrices for a random model ----------
n_orb, n_occ = 8, 4
n_vir = n_orb - n_occ
o, u = slice(0, n_occ), slice(n_occ, None)
rng = np.random.default_rng(7)
h = rng.normal(size=(n_orb, n_orb))
v = p_ij(p_ab(rng.normal(size=(n_orb,) * 4))) / 4
t1 = 0.4 * rng.normal(size=(n_occ, n_vir))
t2 = 0.4 * p_ij(p_ab(rng.normal(size=(n_occ, n_occ, n_vir, n_vir)))) / 2
f = h + ein('pkqk->pq', v[:, o, :, o])

lower = np.array([[0.0, 1.0], [0.0, 0.0]])
sign = np.diag([1.0, -1.0])
ann = []
for p in range(n_orb):
    op = np.eye(1)
    for k in range(n_orb):
        op = np.kron(op, sign if k < p else lower if k == p else np.eye(2))
    ann.append(op)
cre = [x.T for x in ann]
pairs = list(combinations(range(n_orb), 2))
cre_pair = {(p, q): cre[p] @ cre[q] for p, q in pairs}
ann_pair = {(r, s): ann[s] @ ann[r] for r, s in pairs}


def hamiltonian(one, two):
    H = sum(cre[p] @ sum(one[p, q] * ann[q] for q in range(n_orb))
            for p in range(n_orb))
    for p, q in pairs:
        H = H + cre_pair[p, q] @ sum(two[p, q, r, s] * ann_pair[r, s]
                                     for r, s in pairs)
    return H


H = hamiltonian(h, v)
T1 = sum(t1[i, a] * cre[n_occ + a] @ ann[i]
         for i in range(n_occ) for a in range(n_vir))
T2 = sum(t2[i, j, a, b] * cre_pair[n_occ + a, n_occ + b] @ ann_pair[i, j]
         for i, j in combinations(range(n_occ), 2)
         for a, b in combinations(range(n_vir), 2))
ref = np.zeros(2 ** n_orb)
ref[0] = 1.0
for i in reversed(range(n_occ)):
    ref = cre[i] @ ref


def exp_apply(op, vec):
    total, term = vec.copy(), vec.copy()
    for k in range(1, 10):
        term = op @ term / k
        total += term
    return total


def project(vec):
    """Overlaps with a+ i |0> and a+ b+ j i |0>."""
    p1 = np.zeros((n_occ, n_vir))
    p2 = np.zeros((n_occ, n_occ, n_vir, n_vir))
    for i in range(n_occ):
        hole_i = ann[i] @ ref
        for a in range(n_vir):
            p1[i, a] = (cre[n_occ + a] @ hole_i) @ vec
        for j in range(n_occ):
            hole_ij = ann[j] @ hole_i
            for b in range(n_vir):
                with_b = cre[n_occ + b] @ hole_ij
                for a in range(n_vir):
                    p2[i, j, a, b] = (cre[n_occ + a] @ with_b) @ vec
    return p1, p2


T = T1 + T2
hbar_ref = exp_apply(-T, H @ exp_apply(T, ref))
exact1, exact2 = project(hbar_ref)


def max_diff(x, y):
    return np.max(np.abs(x - y))


# Factorized equations and energy against the definition
d1, d2 = denominators(f, n_occ)
r1, r2 = right_sides(f, v, t1, t2)
err1, err2 = max_diff(r1 - d1 * t1, exact1), max_diff(r2 - d2 * t2, exact2)
err_energy = abs(ref @ hbar_ref - ref @ H @ ref - correlation_energy(f, v, t1, t2))
assert max(err1, err2, err_energy) < 1e-9

# T1 dressing as an operator identity, and the T2 equations in dressed integrals
bra, ket = np.eye(n_orb), np.eye(n_orb)
bra[u, o] = -t1.T
ket[u, o] = t1.T
hd = bra @ h @ ket
vd = ein('pP,qQ,PQRS,Rr,Ss->pqrs', bra, bra, v, ket, ket)
fd = hd + ein('pkqk->pq', vd[:, o, :, o])
err_dress = max_diff(expm(-T1) @ H @ expm(T1), hamiltonian(hd, vd))
dr1, dr2 = dressed_t2_equations(fd, vd, t2)
err_t2form = max(max_diff(dr1, exact1), max_diff(dr2, exact2))
assert err_dress < 1e-9 and err_t2form < 1e-9

# Relations between the intermediates and the dressed integrals
q = intermediates(f, v, t1, t2)
g = v[o, o, u, u]
Fae_full = q['Fae'] + np.diag(np.diag(f)[u])
Fmi_full = q['Fmi'] + np.diag(np.diag(f)[o])
err_link = max(
    max_diff(q['Fme'], fd[o, u]),
    max_diff(Fae_full - 0.5 * t1.T @ q['Fme'],
             fd[u, u] - 0.5 * ein('mnaf,mnef->ae', t2, g)),
    max_diff(Fmi_full + 0.5 * q['Fme'] @ t1.T,
             fd[o, o] + 0.5 * ein('inef,mnef->mi', t2, g)),
    max_diff(q['Wmbej'], vd[o, u, u, o] - 0.5 * ein('jnfb,mnef->mbej', t2, g)))
assert err_link < 1e-10

# Pure T1^4 term: fourfold commutator against the two ladder contributions
nested = H
for k in range(1, 5):
    nested = (nested @ T1 - T1 @ nested) / k
quartic1, quartic2 = project(nested @ ref)
share_hole, share_particle = np.zeros_like(t2), np.zeros_like(t2)
for scale, weight in zip((-2, -1, 0, 1, 2), (1, -4, 6, -4, 1)):
    w = intermediates(f, v, scale * t1, np.zeros_like(t2))
    share_hole += weight / 24 * 0.5 * ein('mnab,mnij->ijab', w['tau'], w['Wmnij'])
    share_particle += weight / 24 * 0.5 * ein('ijef,abef->ijab', w['tau'], w['Wabef'])
assert np.max(np.abs(quartic1)) < 1e-10
assert np.max(np.abs(quartic2)) > 1e-3
assert max_diff(share_hole, quartic2 / 2) < 1e-10
assert max_diff(share_particle, quartic2 / 2) < 1e-10

# Other divisions of the ladder are equally valid; wrong weights are not
for hole, particle in ((0.5, 0.0), (0.0, 0.5)):
    alt1, alt2 = right_sides(f, v, t1, t2, hole=hole, particle=particle)
    assert max_diff(alt1 - d1 * t1, exact1) < 1e-9
    assert max_diff(alt2 - d2 * t2, exact2) < 1e-9
_, twice2 = right_sides(f, v, t1, t2, hole=0.5, particle=0.5)
wrong1, wrong2 = right_sides(f, v, t1, t2, tilde=1.0)
err_twice = max_diff(twice2 - d2 * t2, exact2)
err_tau1 = max_diff(wrong1 - d1 * t1, exact1)
err_tau2 = max_diff(wrong2 - d2 * t2, exact2)
assert min(err_twice, err_tau1, err_tau2) > 1e-3

print('Random model: 4 occupied, 4 virtual spin orbitals (dimensionless)')
print(f'largest exact singles projection   {np.max(np.abs(exact1)):.4f}')
print(f'largest exact doubles projection   {np.max(np.abs(exact2)):.4f}')
print(f'factorized singles, max error      {err1:.1e}')
print(f'factorized doubles, max error      {err2:.1e}')
print(f'energy formula, error              {err_energy:.1e}')
print(f'T1-dressed Hamiltonian, max error  {err_dress:.1e}')
print(f'dressed T2 equations, max error    {err_t2form:.1e}')
print(f'intermediate relations, max error  {err_link:.1e}')
pos = np.unravel_index(np.argmax(np.abs(quartic2)), quartic2.shape)
print(f'largest T1^4 doubles element       {quartic2[pos]:.6f}')
print(f'  its part through W_mnij          {share_hole[pos]:.6f}')
print(f'  its part through W_abef          {share_particle[pos]:.6f}')
print(f'ladder counted twice: max error    {err_twice:.4f}')
print(f'tau for tau-tilde: singles error   {err_tau1:.4f}')
print(f'tau for tau-tilde: doubles error   {err_tau2:.4f}')

# ---------- Fluorine atom, ROHF reference ----------
mol = gto.M(atom='F 0 0 0', basis='cc-pvdz', spin=1, verbose=0)
mf = scf.ROHF(mol)
mf.conv_tol = 1e-12
mf.max_cycle = 200
mf.kernel()
assert mf.converged
order = np.argsort(-mf.mo_occ, kind='stable')
C, occupation = np.asarray(mf.mo_coeff)[:, order], np.asarray(mf.mo_occ)[order]
n_mo = C.shape[1]
n_alpha, n_beta = int(np.sum(occupation > 0)), int(np.sum(occupation == 2))
space = np.array(list(range(n_alpha)) + list(range(n_beta))
                 + list(range(n_alpha, n_mo)) + list(range(n_beta, n_mo)))
spin = np.array([0] * n_alpha + [1] * n_beta
                + [0] * (n_mo - n_alpha) + [1] * (n_mo - n_beta))
no = n_alpha + n_beta
nv = 2 * n_mo - no
same = (spin[:, None] == spin[None, :]).astype(float)
h_mo = C.T @ mf.get_hcore() @ C
eri = ein('uvwx,up,vq,wr,xs->pqrs', mol.intor('int2e'), C, C, C, C)
hF = h_mo[np.ix_(space, space)] * same
chem = eri[np.ix_(space, space, space, space)]
chem = chem * same[:, :, None, None] * same[None, None, :, :]
direct = chem.transpose(0, 2, 1, 3)
vF = direct - direct.transpose(0, 1, 3, 2)
fF = hF + ein('pkqk->pq', vF[:, :no, :, :no])
e_ref = np.trace(hF[:no, :no]) + 0.5 * ein('ijij->', vF[:no, :no, :no, :no])
assert abs(e_ref - mf.e_tot) < 1e-8


def solve(f, v, no, **weights):
    d1, d2 = denominators(f, no)
    x1 = f[no:, :no].T / d1
    x2 = v[no:, no:, :no, :no].transpose(2, 3, 0, 1) / d2
    for cycle in range(1, 201):
        r1, r2 = right_sides(f, v, x1, x2, **weights)
        new1, new2 = r1 / d1, r2 / d2
        change = max(max_diff(new1, x1), max_diff(new2, x2))
        x1, x2 = new1, new2
        if change < 1e-10:
            return correlation_energy(f, v, x1, x2), x1, x2, cycle
    raise RuntimeError('CCSD iterations did not converge')


e_corr, a1, a2, cycles = solve(fF, vF, no)
e_moved = solve(fF, vF, no, hole=0.5, particle=0.0)[0]
e_twice = solve(fF, vF, no, hole=0.5, particle=0.5)[0]
e_tau = solve(fF, vF, no, tilde=1.0)[0]

uhf = scf.UHF(mol)
uhf.mo_coeff = np.array((C, C))
uhf.mo_occ = np.array((occupation > 0, occupation == 2), dtype=float)
uhf.mo_energy = np.array((np.diag(C.T @ mf.get_hcore() @ C),) * 2)
uhf.e_tot = mf.e_tot
uhf.converged = True
uhf._eri = mol.intor('int2e', aosym='s8')
other = cc.UCCSD(uhf)
other.conv_tol, other.conv_tol_normt, other.max_cycle = 1e-10, 1e-8, 200
other.kernel()
assert other.converged
assert abs(other.e_corr - e_corr) < 1e-7
assert abs(e_moved - e_corr) < 1e-8
assert abs(e_twice - e_corr) > 1e-5

gF = vF[:no, :no, no:, no:]
sF = pair_product(a1)


def ladder(x, y):
    return 0.25 * ein('ijef,mnab,mnef->ijab', x, y, gF)


norm = np.linalg.norm
hartree_ev = physical_constants['Hartree energy in eV'][0]
print('Fluorine atom, ROHF reference, cc-pVDZ, all electrons correlated')
print(f'occupied, virtual spin orbitals    {no}, {nv}')
print(f'ROHF energy                        {e_ref:.8f} hartree')
print(f'largest |f_me|                     {np.max(np.abs(fF[:no, no:])):.6f} hartree')
print(f'CCSD iterations                    {cycles}')
print(f'CCSD correlation energy            {e_corr:.8f} hartree')
print(f'  the same                         {e_corr * hartree_ev:.5f} eV')
print(f'PySCF UCCSD correlation energy     {other.e_corr:.8f} hartree')
print(f'CCSD total energy                  {e_ref + e_corr:.8f} hartree')
print(f'norm of t1 (all elements)          {norm(a1):.6f}')
print(f'norm of t2 (all elements)          {norm(a2):.6f}')
print(f'norm of T2^2 ladder part           {norm(ladder(a2, a2)):.3e} hartree')
print(f'norm of T1^2 T2 ladder part        {norm(ladder(sF, a2) + ladder(a2, sF)):.3e} hartree')
print(f'norm of T1^4 ladder part           {norm(ladder(sF, sF)):.3e} hartree')
print(f'energy change, ladder all in W_mnij {e_moved - e_corr:.1e} hartree')
print(f'energy change, ladder counted twice {e_twice - e_corr:.3e} hartree')
print(f'energy change, tau for tau-tilde   {e_tau - e_corr:.3e} hartree')
print(f'multiplications tau*v for W_abef   {no**2 * nv**4}')
print(f'multiplications tau*v for W_mnij   {no**4 * nv**2}')
print('OK')
```

Output:

```
Random model: 4 occupied, 4 virtual spin orbitals (dimensionless)
largest exact singles projection   6.3040
largest exact doubles projection   11.3975
factorized singles, max error      1.8e-15
factorized doubles, max error      2.9e-15
energy formula, error              1.8e-15
T1-dressed Hamiltonian, max error  5.8e-15
dressed T2 equations, max error    3.6e-15
intermediate relations, max error  5.6e-16
largest T1^4 doubles element       0.815740
  its part through W_mnij          0.407870
  its part through W_abef          0.407870
ladder counted twice: max error    1.9450
tau for tau-tilde: singles error   0.4541
tau for tau-tilde: doubles error   1.3574
Fluorine atom, ROHF reference, cc-pVDZ, all electrons correlated
occupied, virtual spin orbitals    9, 19
ROHF energy                        -99.37186194 hartree
largest |f_me|                     0.079106 hartree
CCSD iterations                    29
CCSD correlation energy            -0.15654020 hartree
  the same                         -4.25968 eV
PySCF UCCSD correlation energy     -0.15654020 hartree
CCSD total energy                  -99.52840214 hartree
norm of t1 (all elements)          0.027821
norm of t2 (all elements)          0.338949
norm of T2^2 ladder part           5.495e-03 hartree
norm of T1^2 T2 ladder part        1.202e-05 hartree
norm of T1^4 ladder part           1.522e-08 hartree
energy change, ladder all in W_mnij 0.0e+00 hartree
energy change, ladder counted twice -3.816e-04 hartree
energy change, tau for tau-tilde   8.339e-08 hartree
multiplications tau*v for W_abef   10556001
multiplications tau*v for W_mnij   2368521
OK
```
